# Return flux of nonsticking etch products to a feature floor

## The situation

A plasma etches the floor of a narrow hole in silicon. Each silicon atom removed leaves as part of a volatile molecule, and that molecule has to find its way out. At low pressure it meets no gas on the way. It flies from wall to wall, leaves each surface in a random direction, and may land on the floor again several times before it reaches the mouth. The floor is therefore struck by products made earlier. How large is this returning flux, compared with the flux of newly made product?

## Definitions and assumptions

The floor has area $A$. Fluxes are numbers of molecules per unit area and time, and $\langle f\rangle=A^{-1}\int f\,dA$ is an average over the floor. At a point $r$ of the floor,

- $G(r)$ is the production flux: molecules newly made there, excluding re-emitted ones;
- $H(r)$ is the flux of products arriving at the floor;
- $J(r)$ is the total flux of products leaving the floor.

The assumptions are these.

1. Molecules do not collide with one another or with gas inside the feature.
2. Every molecule leaves a surface by the cosine law, whatever its direction of arrival.
3. No product sticks, and product is made on the floor alone.
4. The state is steady.
5. No product enters from the plasma. Part (c) of the theorem lifts this assumption.

Let $k(r)$ be the probability that a molecule leaving the floor at $r$ reaches the mouth before it next touches the floor. Wall hits in between are allowed. I assume $k(r)\ge k_{\min}>0$, and that a molecule does not wander on the walls for ever. The transmission probability is the average for uniform emission,
$$K=\langle k\rangle .$$

Nothing is lost on the floor, so what leaves is what is made plus what arrives:
$$J(r)=G(r)+H(r). \tag{1}$$
Thus $G=J-H$ is also the net flux leaving the floor, which is why it is called the net production flux.

## The theorem

**Theorem.** Under assumptions 1 to 5:

(a) For any production profile,
$$\langle H\rangle=\left(\frac1{k_J}-1\right)\langle G\rangle,\qquad k_J=\frac{\langle kJ\rangle}{\langle J\rangle}. \tag{2}$$
If $J$ is uniform, then $k_J=K$ and
$$\langle H\rangle=\left(\frac1K-1\right)\langle G\rangle . \tag{3}$$

(b) If instead $G$ is uniform, the right side of (3) is a lower bound on $\langle H\rangle$. It is attained if and only if $k$ is constant over the floor.

(c) If the plasma also sends a uniform, cosine-distributed product flux $B$ into the mouth, the floor flux $H(r)$ rises by $B$ at every point.

**Proof of (a).** A molecule leaving the floor at $r$ either escapes, with probability $k(r)$, or returns, with probability $1-k(r)$. Counting all returns per unit time and dividing by $A$ gives
$$\langle H\rangle=\langle(1-k)J\rangle=(1-k_J)\langle J\rangle .$$
The average of (1) then reads
$$\langle G\rangle=\langle J\rangle-\langle H\rangle=k_J\langle J\rangle ,$$
so $\langle J\rangle=\langle G\rangle/k_J$. Therefore
$$\langle H\rangle=\langle J\rangle-\langle G\rangle=\left(\frac1{k_J}-1\right)\langle G\rangle .$$
For uniform $J$ the factor $J$ cancels in $k_J$, which leaves $\langle k\rangle=K$. $\square$

**Remark (counting returns).** For uniform $J$ the escaping flux is $K$ times the total flux $J$, not $K$ times $G$. For uniform production, the product $(1-K)G$ is just the flux of first returns. Suppose that the first emission and every re-emission start from a random point of the floor. The chance of at least $n$ returns is then $(1-K)^n$, and the mean number of returns is
$$\sum_{n=1}^{\infty}(1-K)^n=\frac{1-K}{1-(1-K)}=\frac1K-1 .$$
All returns together exceed the first returns by the factor $1/K$.

**Remark (open features).** When $K$ is close to 1, $1/K-1=(1-K)/K\approx1-K$. If every emission starts from a random point of the floor, second returns are then negligible, and the return flux vanishes as $K\to1$. Where a molecule starts can matter, however. Near the foot of the wall many molecules hit the wall first, even in a very shallow hole, so production concentrated there keeps a sizeable return flux.

## Nonuniform emission

Molecules land where the geometry sends them, so uniform production does not in general make $J$ uniform. Part (b) needs two properties of the return process.

Let $M(r,r')$ be defined by
$$H(r)=(MJ)(r)=\frac1A\int M(r,r')\,J(r')\,dA' .$$

**Lemma 1 (reciprocity).** $M(r,r')=M(r',r)$, and $M1=1-k$.

*Proof.* The flux density at one surface point due to unit cosine emission at another is $\cos\theta\cos\theta'/(\pi R^2)$ per unit emitting area. Here $R$ is their distance, and the angles are measured from the two normals. This expression is unchanged when the points are exchanged. A path with wall hits contributes a product of such factors, integrated over the wall points, and the reversed path has the same product. Summing over all paths gives the symmetry. The probability that a molecule from $r$ returns is $A^{-1}\int M(r',r)\,dA'=1-k(r)$. By symmetry this equals $A^{-1}\int M(r,r')\,dA'=(M1)(r)$. $\square$

**Lemma 2 (positivity).** Let $D=1-M$. For every real $f$ that is not zero, $\langle f\,Df\rangle>0$.

*Proof.* By Lemma 1, $1=k(r)+A^{-1}\int M(r,r')\,dA'$. Inserting this factor in $\langle f^2\rangle$ gives
$$\langle f\,Df\rangle=\langle kf^2\rangle+\frac1{A^2}\iint M(r,r')\left[f(r)^2-f(r)f(r')\right]dA\,dA' .$$
Since $M$ is symmetric, $f(r)^2$ may be replaced by $\tfrac12[f(r)^2+f(r')^2]$. The bracket becomes a square:
$$\langle f\,Df\rangle=\langle kf^2\rangle+\frac1{2A^2}\iint M(r,r')\left[f(r)-f(r')\right]^2dA\,dA' .$$
The second term is not negative, and the first is positive because $k\ge k_{\min}>0$. $\square$

**Proof of (b).** Equation (1) is $DJ=G$. It has one solution, $J=G+MG+M^2G+\dots$, and the series converges because $M1\le1-k_{\min}<1$. For uniform $G$ write $J=Gu$, so that $Du=1$. Also $D1=1-(1-k)=k$, hence $\langle D1\rangle=K$. Take any number $t$ and apply Lemma 2 to $u-t$:
$$0\le\langle(u-t)D(u-t)\rangle=\langle u\,Du\rangle-t\langle u\,D1\rangle-t\langle Du\rangle+t^2\langle D1\rangle .$$
The first term is $\langle u\rangle$. The second average is $\langle u\,D1\rangle=\langle Du\rangle=1$ by symmetry. So
$$0\le\langle u\rangle-2t+t^2K .$$
With $t=1/K$ this becomes
$$\langle u\rangle-\frac1K=\left\langle\left(u-\tfrac1K\right)D\left(u-\tfrac1K\right)\right\rangle\ge0 . \tag{4}$$
Since $\langle H\rangle/G=\langle u\rangle-1$, the bound follows. Equality requires $u=1/K$ everywhere. Then $1=Du=k/K$, so $k=K$ at every point. Conversely, if $k=K$ everywhere, $u=1/K$ solves $Du=1$. $\square$

**Remark (size of the error).** Equation (4) is quadratic in the departure of $J/G$ from $1/K$. If $\delta$ is the relative departure, the relative excess of $\langle J\rangle$ is $\langle\delta\,D\delta\rangle/K$, so a nonuniformity changes $\langle J\rangle$ little when its relative size squared is small compared with $K$. The relative excess of $\langle H\rangle$ is larger by the factor $1/(1-K)$, which matters for shallow holes. For circular holes with uniform production, a flux balance on rings gave the following values.

| depth/diameter | $K$ | $1/K-1$ | solved $\langle H\rangle/G$ |
|---|---|---|---|
| 0.5 | 0.672 | 0.488 | 0.496 |
| 1 | 0.514 | 0.945 | 0.951 |
| 5 | 0.191 | 4.237 | 4.242 |
| 10 | 0.109 | 8.145 | 8.150 |
| 20 | 0.0595 | 15.802 | 15.807 |

Relative to the simple law, the excess falls from 1.7 % to 0.03 % down the table. It grows for shallower holes, to about 8 % at depth/diameter 0.1 and about 12 % at 0.005, because returning molecules land near the foot of the wall, where a further return is likely. The last decimals for the deep holes depend on the ring width: at aspect ratio 10, half as many rings lower $1/K-1$ by about 0.008. In the limit of fine rings the last two columns rise by about 0.003 at aspect ratio 10 and by about 0.02 at aspect ratio 20, while their difference hardly changes. The bound itself holds exactly for the ring equations, because their exchange areas are symmetric too. An independent count, following molecules one at a time and re-emitting them where they land, gave $0.952\pm0.002$ returns at aspect ratio 1 and $8.16\pm0.04$ at aspect ratio 10 (one standard error). The first count is precise enough to favour 0.951 over 0.945.

Nonuniform production can shift the result either way, since (b) no longer applies. Put all production inside half the floor radius and hold its floor average fixed. At aspect ratio 1 the return ratio falls to 0.851, about 10 % below the simple law. The weighted probability is then $k_J=0.540$, and (2) gives $1/0.540-1=0.85$. At aspect ratio 10 the same change lowers the return by 1 %. Production outside half the radius does the opposite. The equations are linear, and uniform production is one quarter of the central case plus three quarters of the outer one. At aspect ratio 1 the outer case therefore gives $(0.951-0.25\times0.851)/0.75=0.98$, above the simple law.

## Product already in the plasma

**Proof of (c).** Let $b(r)$ be the floor flux at $r$ per unit flux entering the mouth, counted before any floor re-emission. Then
$$DJ=G+bB .$$
To find $b$, consider $G=0$ with flux $B$ leaving every surface and entering the mouth. A surface element then receives the intensity $B/\pi$ from every direction of its hemisphere, and so the flux $(B/\pi)\int\cos\theta\,d\Omega=B$. Each element emits what it receives, so this is the steady state. On the floor it reads $DB=bB$. But $DB=kB$, hence $b=k$. For general $G$,
$$D(J-B)=G+kB-kB=G .$$
Thus $J-B$ is the solution without plasma product, and $J$ is larger by $B$ at every point. With $G$ fixed, $H=J-G$ is larger by $B$ too. $\square$

When $J$ without plasma product is uniform, the complete law is $\langle H\rangle=(1/K-1)\langle G\rangle+B$.

## Deep circular holes

Let the hole have depth $L$, diameter $d$ and radius $a=d/2$, with $L\gg d$. A molecule leaves the wall with direction cosine $q$ along the axis. Its component across the axis is $\rho=\sqrt{1-q^2}$, at an angle $\alpha$ to the inward normal. It crosses the circle along a chord $2a\cos\alpha$, so the flight length is $2a\cos\alpha/\rho$ and the axial step is $Z=2a\,q\cos\alpha/\rho$. The cosine law has weight $\rho\cos\alpha\,dq\,d\alpha/\pi$, hence
$$\langle Z^2\rangle=\frac{4a^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha\int_{-1}^{1}\frac{q^2\,dq}{\sqrt{1-q^2}}=\frac{4a^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8a^2}{3} .$$

Let $W(z)$ be the wall flux at height $z$ above the floor. The net upward current through a cross-section far from the ends is
$$I=2\pi a\int_0^\infty\left[W(z-x)-W(z+x)\right]P(Z>x)\,dx .$$
For slowly varying $W$ the bracket is $-2xW'$. Since $\int_0^\infty xP(Z>x)\,dx$ is half the mean of $Z^2$ over upward steps, and these carry half of $\langle Z^2\rangle$, the integral equals $\langle Z^2\rangle/4$. So
$$I=-2\pi a\,W'\,\frac{\langle Z^2\rangle}{2}=-\frac{8\pi a^3}{3}W' .$$
The current is constant along the hole, so $W$ is linear. To leading order in $d/L$ it falls from $J$ at the floor to 0 at the mouth, and $W'=-J/L$. Dividing $I$ by the emitted current $\pi a^2J$,
$$K\simeq\frac{8a}{3L}=\frac{4d}{3L},\qquad \frac{\langle H\rangle}{G}\simeq\frac{3L}{4d} .$$
At fixed $G$ the return flux grows in proportion to depth. The limit is approached slowly: at $L/d=10$ it gives $K=0.133$ instead of 0.109, and a return ratio of 7.5 instead of 8.1.

## What "nonsticking" demands

**Proposition.** In a straight circular hole with uniform $J$ and no plasma product, one product molecule makes on average $2(L/d)/K$ wall hits and flies a total path $2L/K$.

*Proof.* Treat the floor as a source of flux $J$ and let the walls re-emit. Add the mirrored case, in which the mouth is the source. With both ends emitting $J$ the flux is $J$ everywhere, as in the proof of (c). So $W(z)+W(L-z)=J$, and the mean wall flux is $J/2$. The wall area is $\pi dL/(\pi d^2/4)=4L/d$ times the floor area. Wall hits per molecule made are therefore
$$\frac{4L}{d}\cdot\frac{J/2}{\langle G\rangle}=\frac{2(L/d)}{K} .$$

For the path, take molecules that leave with thermal speeds at one temperature, with mean gas speed $\bar v$. The uniform state has number density $4J/\bar v$. By the same mirror argument the actual mean density is half of this, so the hole holds $AL\cdot2J/\bar v$ molecules. Dividing by the production rate $A\langle G\rangle$ gives the mean time in flight, $2L/(K\bar v)$. Speeds of desorbing molecules are weighted by $v$, so their mean of $1/v$ is $1/\bar v$. The mean path is then $\bar v$ times the mean time, which is $2L/K$. $\square$

Adding the floor hits, the mean number of surface hits is
$$N=\frac{2(L/d)}{K}+\frac1K-1 .$$
If each hit removes the molecule with a small probability $s$, the lost fraction is $sN$ to first order. Products are effectively nonsticking when $sN\ll1$, which for a deep hole is far stricter than $s\ll1$.

## A silicon hole in a chlorine plasma

Take a hole 100 nm wide and 1000 nm deep, etched at 200 nm/min with surfaces at 330 K. These are rough typical values. Assume that all silicon leaves as SiCl$_4$, one atom per molecule. With $5.0\times10^{22}$ silicon atoms per cm$^3$,
$$G=5.0\times10^{22}\times\frac{200\times10^{-7}}{60}=1.67\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}} .$$
The aspect ratio is 10 and $K=0.1093$. The ring balance gives 0.10935; halving the number of rings raises this by about $10^{-4}$, and the limit of fine rings is 0.10932. The fluxes below are the same for both values to the digits shown. Then
$$J=\frac GK=1.52\times10^{17},\qquad H=J-G=1.36\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}} .$$
The floor receives about eight returning products for each new one. First returns alone would give $1.48\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$. Treating both streams at the floor as thermal half-streams, with density $2(J+H)/\bar v$ and $\bar v=203$ m/s, gives a product pressure of about 1 mTorr.

The assumptions differ greatly in weight for these numbers.

- **Plasma product.** A partial pressure of 1 mTorr above the wafer, also at 330 K, adds $B=1.48\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}$. This is 1.09 times $H$, so the floor flux roughly doubles. (That its digits match those of the first returns is an accident.)
- **Sticking.** Here $N=183+8=191$. With $G$ held fixed and stuck molecules removed for good, $s=0.001$ loses 16 % of the products and lowers $H/G$ to 7.2. With $s=0.01$ the loss is 71 % and $H/G=3.7$. The first-order estimate, 1.9, is then meaningless as a fraction.
- **Gas collisions.** In gas at 10 mTorr, together with the product's own 1 mTorr or so, and with a rough cross-section of 1 nm$^2$, the formula for equal masses gives a free path of 2.2 mm. The total flight path is 18 µm, which means about 0.008 collisions per product. In a lighter gas such as Cl$_2$ the free path of SiCl$_4$ is nearer 1.7 mm, and the number of collisions about 0.01.
- **Moving floor.** A product spends about 90 ns in flight, during which the floor moves $3\times10^{-7}$ nm. Time spent adsorbed between flights comes on top and can be much longer. With an assumed binding energy of 0.5 eV and an attempt time of $10^{-13}$ s, the 191 stays add about 0.8 ms, and the floor still moves only about 0.003 nm.

In real chlorine etching, part of the silicon can leave as less saturated chlorides, which stick more readily than SiCl$_4$, and products can be broken up by the plasma and redeposited on sidewalls. The nonsticking assumption is therefore open to doubt inside the feature. Products released by ion impact also need not make their first flight by the cosine law or with thermal speeds, as the numbers above assume. The case $s=0.01$ shows the scale: it lowers the return by more than half. Real holes may also taper, which changes $K$; the theorem still holds with the $K$ of the actual shape, but the wall-hit and path formulas were derived for a straight hole and do not hold in general. The numerical output below also gives $K$ and the return ratio for aspect ratio 2.

## Values computed for the example and the checks

```
Uniform production: AR, K, 1/K-1, solved H/G, excess %
   0.5 0.6720 0.4881 0.4963 1.669
     1 0.5142 0.9446 0.9512 0.693
     2 0.3566 1.8045 1.8102 0.319
     5 0.1910 4.2368 4.2421 0.125
    10 0.1094 8.1449 8.1499 0.062
    20 0.0595 15.8019 15.8067 0.030
Centre-only production, AR 1: H/G = 0.8513, weighted K = 0.5402
Centre-only production, AR 10: H/G = 8.0622, weighted K = 0.1103
Traced molecules, AR 1: 300000
  escape without return 0.5136 +- 0.0009; K = 0.5142
  floor returns: 0.952 +- 0.002; formula 0.945
  wall hits: 3.899 +- 0.007; formula 3.889
  path/radius: 7.776 +- 0.012; formula 7.779
Traced molecules, AR 10: 40000
  escape without return 0.1094 +- 0.0016; K = 0.1094
  floor returns: 8.162 +- 0.043; formula 8.145
  wall hits: 183.074 +- 0.765; formula 182.897
  path/radius: 366.124 +- 1.509; formula 365.795
Hole: diameter 100 nm, depth 1000 nm, AR 10
Etch rate 200 nm/min, T = 330 K
Silicon density 5.0e+22 cm^-3
SiCl4 mass 169.9 u, mean speed 203 m/s
K = 0.10935; shift from half as many rings -9.1e-05
Net production flux G = 1.667e+16 cm^-2 s^-1
Total desorbing flux J = 1.524e+17 cm^-2 s^-1
Returning flux H = 1.357e+17 cm^-2 s^-1
First-flight return (1-K)G = 1.484e+16 cm^-2 s^-1
Product pressure at floor, estimate 0.97 mTorr
Neglected effects:
  plasma product at 1 mTorr adds 1.484e+17 cm^-2 s^-1
  ratio of that flux to H: 1.09
  surface hits per product 191.0
  sticking 0.001: H/G = 7.179, lost 0.164, small-s 0.191
  sticking 0.010: H/G = 3.724, lost 0.713, small-s 1.910
  cross-section 1 nm^2, gas 10 mTorr: free path 2.20 mm
  total path 18.3 um, gas collisions per product 0.0083
  time in flight 90 ns, floor moves 3.0e-07 nm
  centre-only production changes H by -1.02 %
```
